# Alloy heat capacities and composition susceptibility from semi-grand-canonical fluctuations, part 2

A binary alloy on a rigid lattice of $N$ sites exchanges A and B atoms at temperature $T$ and $\mu=\mu_B-\mu_A$. Configuration $\sigma$ has temperature-independent energy $E(\sigma)$ and $n(\sigma)$ B atoms; $x=\langle n\rangle/N$, $\beta=1/kT$. Semi-grand-canonical (SGC) averages, variances and covariances use

$$p(\sigma)=\frac{e^{-\beta H(\sigma)}}{\Xi},\qquad H=E-\mu n,\qquad \Xi=\sum_\sigma e^{-\beta H(\sigma)}.\tag{1}$$

For an observable $A(\sigma)$,

$$\frac{\partial\langle A\rangle}{\partial\mu}\Big|_T=\beta\,\mathrm{Cov}(A,n),\qquad \frac{\partial\langle A\rangle}{\partial T}\Big|_\mu=k\beta^2\,\mathrm{Cov}(A,H).\tag{2}$$

$$\chi\equiv\frac{\partial\langle n\rangle}{\partial\mu}\Big|_T=\beta\,\mathrm{Var}\,n,\qquad \frac{\partial\langle n\rangle}{\partial T}\Big|_\mu=k\beta^2\,\mathrm{Cov}(H,n).\tag{3}$$

With $S=-k\sum p\ln p$, the heat capacities at fixed $\mu$ and at fixed mean composition follow:

$$T\,dS=d\langle E\rangle-\mu\,d\langle n\rangle.\tag{4}$$

$$C_\mu\equiv T\frac{\partial S}{\partial T}\Big|_\mu=k\beta^2\big[\mathrm{Cov}(E,H)-\mu\,\mathrm{Cov}(n,H)\big]=k\beta^2\,\mathrm{Var}\,H.\tag{5}$$

$$\frac{\partial\mu}{\partial T}\Big|_x=-\frac{k\beta^2\,\mathrm{Cov}(H,n)}{\beta\,\mathrm{Var}\,n}=-\frac{\mathrm{Cov}(H,n)}{T\,\mathrm{Var}\,n}.\tag{6}$$

$$C_x=k\beta^2\left[\mathrm{Var}\,H-\frac{\mathrm{Cov}(H,n)^2}{\mathrm{Var}\,n}\right].\tag{7}$$

$$C_\mu-C_x=\frac{T}{\chi}\left(\frac{\partial\langle n\rangle}{\partial T}\Big|_\mu\right)^2\ge0.\tag{8}$$

$$\mathrm{Var}\,H=\mathrm{Var}\,E-2\mu\,\mathrm{Cov}(E,n)+\mu^2\,\mathrm{Var}\,n,\qquad \mathrm{Cov}(H,n)=\mathrm{Cov}(E,n)-\mu\,\mathrm{Var}\,n.\tag{9}$$

$$C_x=k\beta^2\left[\mathrm{Var}\,E-\frac{\mathrm{Cov}(E,n)^2}{\mathrm{Var}\,n}\right]=k\beta^2\min_a\mathrm{Var}(E-an).\tag{10}$$

The second term of (7) is the cross term; $\rho$ is the correlation coefficient of $H$ and $n$. The minimizer in (10) is $a^*=\mathrm{Cov}(E,n)/\mathrm{Var}\,n$. Two candidates for $C_\mu$ were rejected: $k\beta^2\,\mathrm{Var}\,E$ and $(\partial\langle E\rangle/\partial T)_\mu$.

The model is a periodic square lattice with $E=V\,n_{AB}+\varepsilon\,n$, where $n_{AB}$ counts unlike nearest-neighbour bonds. At $V=0$ (ideal solution) $C_x=0$. Site variables are $c_i=1$ for B, $0$ for A; the Warren–Cowley parameters $\alpha_j$ obey $\mathrm{Var}\,n=Nx(1-x)\sum_j\alpha_j$. Separately, $\alpha=\beta\mu$.

A numerical check enumerates a 4×4 torus. Its reference-shift test has $V=0.050$ eV, $\varepsilon=-0.200$ eV, $T=1200$ K, $\mu=-0.25$ eV, and shifts $\varepsilon$ and $\mu$ by $-0.3$ eV; the bracket of (10) is unchanged.

At exactly fixed $n$, $Z_n=\sum_{\sigma:\,n(\sigma)=n}e^{-\beta E}$, with canonical mean $\langle E\rangle_n$ and variance $\mathrm{Var}_nE$. The SGC distribution is $P(n)=Z_ne^{\beta\mu n}/\Xi$. For integer $\bar n=\langle n\rangle$, the canonical heat capacity $C_{\rm can}=k\beta^2\,\mathrm{Var}_{\bar n}E$ satisfies

$$C_{\rm can}-C_x=k\beta^2\,\frac{d^2\ln P(\bar n)}{d\beta^2}\Big|_{\langle n\rangle=\bar n}.\tag{11}$$

How large is this gap?

**A.** In a single phase it is of order $k$ for the whole system, while $C_x$ is of order $Nk$ for short-range interactions (it is zero for the ideal solution above and only of order $k$ in the infinite-range model below). Since $n$ is an integer, $\frac{1}{2\pi}\int_{-\pi}^{\pi}e^{i\theta(n-\bar n)}d\theta=\delta_{n\bar n}$, so

$$P(\bar n)=\frac{1}{2\pi}\int_{-\pi}^{\pi}d\theta\,e^{-i\theta\bar n}\langle e^{i\theta n}\rangle,\qquad \ln\langle e^{i\theta n}\rangle=\ln\frac{\Xi(\alpha+i\theta)}{\Xi(\alpha)}=\sum_{j\ge1}\kappa_j\frac{(i\theta)^j}{j!},$$

with cumulants $\kappa_j=\partial^j\ln\Xi/\partial\alpha^j$ at fixed $\beta$, $\kappa_1=\bar n$ and $\kappa_2=s^2\equiv\mathrm{Var}\,n$. Two assumptions enter. First, $\ln\Xi$ is $N$ times a function analytic in $\alpha$ near the state point, so every $\kappa_j$ is proportional to $N$; this needs a single phase and, for a bulk statement, a box large compared with the correlation length. Second, $|\langle e^{i\theta n}\rangle|$ is exponentially small in $N$ away from $\theta=0$.

The $\kappa_1$ term cancels $e^{-i\theta\bar n}$. Put $u=s\theta$, extend the limits to infinity, and expand the rest of the exponential:

$$P(\bar n)=\frac{1}{2\pi s}\int du\,e^{-u^2/2}\left[1-\frac{i\kappa_3u^3}{6s^3}+\frac{\kappa_4u^4}{24s^4}-\frac{\kappa_3^2u^6}{72s^6}+\dots\right].$$

The odd term, of order $N^{-1/2}$, integrates to zero. The Gaussian moments $\langle u^4\rangle=3$, $\langle u^6\rangle=15$ and $\int e^{-u^2/2}du=\sqrt{2\pi}$ give

$$P(\bar n)=\frac{1}{\sqrt{2\pi s^2}}\left[1+\frac{\kappa_4}{8s^4}-\frac{5\kappa_3^2}{24s^6}+\dots\right],$$

where both corrections are of order $1/N$. Taking the logarithm, $\ln P=-\tfrac12\ln(2\pi s^2)+O(1/N)$, and (11) becomes

$$C_{\rm can}-C_x=-\frac{k\beta^2}{2}\,\frac{d^2\ln\mathrm{Var}\,n}{d\beta^2}\Big|_x+O(1/N).\tag{12}$$

With $\mathrm{Var}\,n=N\,v(\beta,x)$, the piece $\ln N$ drops out of the derivative, so the leading term does not depend on $N$. Per site the two heat capacities differ at order $1/N$ and agree in the thermodynamic limit.

**Q.** Where does an $O(1)$ term come from physically, and does it have a sign?

**A.** Split the variance in (10) by composition. With $E_n=\langle E\rangle_n$, write $E-a^*n=(E-E_n)+(E_n-a^*n)$. The first bracket averages to zero at each $n$, so the cross term vanishes and

$$\mathrm{Var}(E-a^*n)=\sum_nP(n)\,\mathrm{Var}_nE+\mathrm{Var}(E_n-a^*n).$$

The last term is what the linear fit fails to remove, namely the curvature of $E_n$. For $E_n=Ne(n/N)$ and $\delta=n-\bar n$, the quadratic part is $e''\delta^2/(2N)$. A Gaussian $\delta$ has $\mathrm{Var}\,\delta^2=3s^4-s^4=2s^4$, so this term is $e''^2s^4/(2N^2)$ at leading order, which is $O(1)$ and makes $C_x$ larger. The first term averages the canonical variance $N\gamma(n/N)$ over neighbouring compositions and exceeds its value at $\bar n$ by $\gamma''s^2/(2N)$, also $O(1)$, with the sign of $\gamma''$. This argument therefore fixes no general sign.

The infinite-range (mean-field) version of the model shows (12) at work. There $E=Ne(n/N)$ with $e=4Vx(1-x)+\varepsilon x$, from $2N$ bonds each unlike with probability $2x(1-x)$. The energy is fixed by $n$, so $C_{\rm can}=0$. By Stirling's formula $\ln P=-N[\beta e+x\ln x+(1-x)\ln(1-x)-\beta\mu x]+\text{const}$ at leading order, and its curvature gives $s^2/N=1/(A-B\beta)$ with $A=1/[x(1-x)]$, $B=8V=-e''$, provided $x$ is the single global maximum of $P$. The condition $A>B\beta$ is necessary but only local. For $V>0$ and $kT<2V$, a composition inside the miscibility gap, whose edges are the solutions $x\neq1/2$ of $\ln[x/(1-x)]=4\beta V(2x-1)$, can satisfy it, yet holding $\langle n\rangle=Nx$ there makes $P$ two-peaked with $\mathrm{Var}\,n\propto N^2$. What follows holds outside that gap. The curvature term gives $C_x=\tfrac{k}{2}\,[B\beta/(A-B\beta)]^2$. Formula (12) needs $d^2[-\ln(A-B\beta)]/d\beta^2=B^2/(A-B\beta)^2$ and returns minus the same expression, as it must.

**Q.** And the nearest-neighbour model? You cannot enumerate a thousand sites.

**A.** On a torus of width $W$ and length $L$ the energy is a sum of row-to-row terms, so $Z_n$ is built by adding one row at a time while tracking the starting row, the current row and the B count, and closing the trace at the end. Carrying $\sum Ee^{-\beta E}$ and $\sum E^2e^{-\beta E}$ in the same recursion gives $E_n$ and $\mathrm{Var}_nE$ exactly. The program tests this recursion against enumeration for every $n$ on the 4×4 torus. It then tests (11), with the left side from the moments and the right side from finite differences of $\ln P$.

For $W=4$ at $V=0.050$ eV, $T=1200$ K and $x=0.25$, the gap $C_{\rm can}-C_x$ is $-1.0013\,k$, $-0.9750\,k$ and $-0.9623\,k$ for $N=256$, 512 and 1024, while $C_x/N=0.11487\,k$ throughout. The leading term of (12) is $-0.9499\,k$ for all three. It is constant because $\Xi=\mathrm{Tr}\,\mathsf T^L=\lambda_0^L[1+\sum_i(\lambda_i/\lambda_0)^L]$ in terms of the eigenvalues of the row transfer matrix $\mathsf T$, so $\ln\Xi$ is proportional to $L$ up to exponentially small terms. The remainders are $-0.0514\,k$, $-0.0251\,k$ and $-0.0124\,k$, and the last two have the ratio 0.494, near the value $1/2$ of a $1/N$ law. The program tests this scaling, not the coefficient built from $\kappa_3$ and $\kappa_4$. At $N=1024$ the gap is $0.9623/(1024\times0.11487)$, or 0.8% of $C_x$.

**Q.** Where does the scheme break?

**A.** Equations (2) to (11) hold for any finite system whose $E(\sigma)$ is independent of temperature. With temperature-dependent effective interactions, $\partial\ln p/\partial\beta$ contains $H+\beta\,\partial H/\partial\beta$ in place of $H$, and the second of (2), with all that follows from it, must be redone. Equation (4) changes as well, because then $\sum E\,dp=d\langle E\rangle-\langle\partial E/\partial T\rangle\,dT$.

The estimate (12) fails when its assumptions do. Near a critical point the box must exceed a growing correlation length. At two-phase coexistence $P(n)$ has two peaks at $n_1$ and $n_2$, with weights $w$ and $1-w$. Neglecting their widths, $\mathrm{Var}\,n=w(1-w)(n_2-n_1)^2\propto N^2$, so $\chi/N$ grows with $N$. In the same approximation $\mathrm{Var}\,H=w(1-w)\Delta H^2$ and $\mathrm{Cov}(H,n)=w(1-w)\Delta H\,\Delta n$. The $N^2$ parts then cancel in (7), and (6) becomes $d\mu/dT=-\Delta H/(T\Delta n)$. The extensive parts of $\langle H\rangle-TS$ are equal in coexisting phases, so $\Delta H=T\Delta S$ and this is the Clausius–Clapeyron relation $d\mu/dT=-\Delta S/\Delta n$. Where $\Delta H\ne0$, $C_x$ is a difference of two $O(N^2)$ numbers.

For $V>0$ the model has a two-phase region at low temperature, but without this cancellation: the phases coexist at $\mu=\varepsilon$, where swapping A and B turns one phase into the other and leaves $H$ unchanged, so $\Delta H=0$ and the cross term vanishes. With $c_i=(1+s_i)/2$ an unlike bond counts $(1-s_is_j)/2$, so the model is the Ising model with $J=V/2$ and zero field at $\mu=\varepsilon$. Onsager's result $\sinh(2J/kT_c)=1$, used here only to place the temperatures, gives $T_c=V/[k\ln(1+\sqrt2)]=658.3$ K. At 400 K and $\mu=\varepsilon$, $\mathrm{Var}\,n$ is 319.2 for $N=36$ and 1276.3 for $N=72$. The ratio is 3.999, where a single phase would give 2, and the values lie just under the upper bound $N^2/4$. At $N=72$, $P(36)\sqrt{2\pi\,\mathrm{Var}\,n}=3.45\times10^{-5}$, where the Gaussian form predicts 1. The SGC state with $x=1/2$ is thus a mixture of nearly pure A and nearly pure B boxes, and configurations with $n=36$ are rare in it. A canonical box at $n=36$ must hold both phases with interfaces between them. Equation (11) remains exact there, but the Gaussian estimate (12) cannot be used for the gap. A finite run may also stay in one peak, and its variances then describe that phase alone.

**Q.** Now the Monte Carlo itself. What is the move, and what do I accumulate?

**A.** Take a site with $m$ B neighbours out of four. As B it has $4-m$ unlike bonds and adds $\varepsilon-\mu$ to $H$; as A it has $m$ unlike bonds. So $H_B-H_A=V(4-2m)+\varepsilon-\mu$, and the conditional probability of B given all other sites is

$$p_B=\frac{e^{-\beta H_B}}{e^{-\beta H_A}+e^{-\beta H_B}}=\frac{1}{1+e^{\beta[V(4-2m)+\varepsilon-\mu]}} .$$

The heat-bath move redraws the site from this distribution. It leaves (1) invariant, because $p(\sigma)=p(\text{rest})\,p(\text{site}\mid\text{rest})$, the move does not touch the rest, and it installs the correct conditional factor. Since $0<p_B<1$, every configuration can be reached. On a torus with even sides no two sites of one checkerboard sublattice are neighbours, so they are conditionally independent and a whole sublattice can be redrawn at once.

Write $b=n_{AB}$ and $g=\varepsilon-\mu$, so $H=Vb+gn$. Five averages suffice: $\langle b\rangle,\langle n\rangle,\langle b^2\rangle,\langle n^2\rangle,\langle bn\rangle$. From them

$$\mathrm{Var}\,H=V^2\,\mathrm{Var}\,b+2Vg\,\mathrm{Cov}(b,n)+g^2\,\mathrm{Var}\,n,\qquad \mathrm{Cov}(H,n)=V\,\mathrm{Cov}(b,n)+g\,\mathrm{Var}\,n .$$

The results are nonlinear in these averages and share noise, so errors come from the jackknife. Divide the data into $M$ independent blocks, evaluate the final quantity $\theta_j$ from averages that omit block $j$, and take $\mathrm{err}^2=\frac{M-1}{M}\sum_j(\theta_j-\bar\theta)^2$. For a plain mean of block values $q_j$, $\theta_j-\bar\theta=-(q_j-\bar q)/(M-1)$, so this reduces to $\sum_j(q_j-\bar q)^2/[M(M-1)]$, the squared standard error. For a smooth function of several means the same holds after linearization, with all cross-correlations included. If the measured $x$ misses its target, (3) supplies the Newton step $\delta\mu=\delta x/(\chi/N)$.

**Q.** Work one state point through, with the arithmetic.

**A.** Take the round model parameters $V=0.050$ eV, $\varepsilon=-0.200$ eV and $T=1200$ K, above $T_c$, on a 6×12 torus with $N=72$ and $x=0.25$, so $\langle n\rangle=18$. Then $kT=0.103408$ eV, $\beta=9.67043$ eV⁻¹ and $\beta^2/N=93.517/72=1.29885$ eV⁻². The digits are those of the exactly solved finite model and are carried so that the subtractions can be followed. The transfer recursion gives $\mu=-0.232007$ eV, $\mathrm{Var}\,n=39.581$, $\mathrm{Var}\,E=0.83625$ eV² and $\mathrm{Cov}(E,n)=-5.47554$ eV.

The susceptibility is $\chi/N=9.67043\times39.581/72=5.316$ eV⁻¹. Independent sites would give $\mathrm{Var}\,n=13.500$, so $\sum_j\alpha_j=39.581/13.500=2.93$, of which 1.93 comes from correlations between different sites.

From (9), $\mathrm{Cov}(H,n)=-5.47554+0.232007\times39.581=3.7075$ eV and $\mathrm{Var}\,H=0.83625-2.54073+2.13053=0.42605$ eV². Hence

$$C_\mu/N=1.29885\times0.42605\,k=0.5534\,k=4.601\ \mathrm{J/(mol\,K)},$$

$$\text{cross term}/N=1.29885\times\frac{3.70748^2}{39.581}\,k=1.29885\times0.34727\,k=0.4511\,k=3.750\ \mathrm{J/(mol\,K)},$$

$$C_x/N=(0.5534-0.4511)\,k=0.1023\,k=0.851\ \mathrm{J/(mol\,K)}.$$

The correlation coefficient is $\rho=0.90283$, so the cross term is $\rho^2=0.815$ of $C_\mu$. Form (10) gives $0.83625-5.47554^2/39.581=0.83625-0.75747=0.0788$ eV², and $1.29885\times0.0788=0.1023$ again. Form (8) uses $(\partial x/\partial T)_\mu=4.14965\times10^{-4}$ K⁻¹: $1200\times(4.14965\times10^{-4})^2/5.31617=3.887\times10^{-5}$ eV/K, which divided by $k=0.103408/1200$ eV/K is 0.4511. To hold the composition, $\mu$ must move by $(\partial\mu/\partial T)_x=-3.70748/(1200\times39.581)=-7.806\times10^{-5}$ eV/K. The exchange energy is $a^*=-0.138338$ eV, and $a^*-\mu=0.093669$ eV equals $1200\times7.80571\times10^{-5}$ eV.

**Q.** What would my two candidates have given?

**A.** The first gives $\beta^2\,\mathrm{Var}\,E/N=1.0862\,k$, about twice $C_\mu/N$ and more than ten times $C_x/N$, and it changes with the choice of $\varepsilon$. The second gives $(\partial\langle E\rangle/\partial T)_\mu/N=-0.5638\,k$, which is negative. The sign can be traced. Write $E=a^*n+r$, where $\mathrm{Cov}(r,n)=0$ by the definition of $a^*$, and $H=(a^*-\mu)n+r$. Then

$$\mathrm{Cov}(E,H)=\mathrm{Var}\,r+a^*(a^*-\mu)\,\mathrm{Var}\,n=0.0788-0.138338\times0.093669\times39.581=0.0788-0.5129=-0.4341\ \mathrm{eV}^2,$$

as printed. Heating at fixed $\mu$ raises $x$, each added B changes the energy by $a^*<0$ on this reference, and that outweighs the positive residual.

**Q.** And the canonical value and the sampled values for this box?

**A.** The canonical value is $C_{\rm can}/N=0.0858\,k=0.714$ J/(mol K). The gap is $-1.1863\,k$ for the box, or $-1.1863/72=-0.0165\,k$ per site, which is 16% of $C_x$. An $O(1)$ term is not small at $N=72$ when $C_x/N$ is only a tenth of $k$. The leading term of (12) is $-1.0647\,k$, short by 10% of the exact gap. The value $C_x/N=0.1023\,k$ also differs from the $0.11487\,k$ of the width-4 strips. These are different finite geometries, and neither number is the bulk value of the square lattice.

The heat-bath run used 2000 independent replicas, 100 equilibration and 900 measured sweeps, and 50 jackknife blocks at the exact $\mu$. It gave $x=0.25011\pm0.00013$, $\chi/N=5.303\pm0.009$ eV⁻¹, $C_\mu/N=0.5517\pm0.0006\,k$, cross term $0.44951\pm0.00055\,k$ and $C_x/N=0.10222\pm0.00018\,k$. The program tests each against the exact value within four standard errors.

**Q.** Two of those agree less well than I would like.

**A.** They do. $C_\mu/N$ lies $0.55338-0.55173=0.00165\,k$ below the exact value and the cross term $0.45106-0.44951=0.00155\,k$ below. Each is about 2.8 standard errors, or 0.3% of the exact value. The two deviations are not independent. The jackknife variance is a quadratic form, so the errors obey $e_x^2=e_\mu^2+e_c^2-2r\,e_\mu e_c$, with $r$ the correlation between the two estimates. With errors of 0.60, 0.55 and 0.18 in units of $10^{-3}k$, $r=(0.360+0.3025-0.0324)/(2\times0.60\times0.55)\approx0.95$. The run therefore shows essentially one low excursion appearing in two numbers. Whether it is purely statistical has not been tested by repeating the run with other seeds; an excursion of this size is on the large side, and it lies within the stated tolerance.

The same correlation works in favour of $C_x$. Adding the two errors in quadrature, as if they were independent, would give $0.0008\,k$, whereas the jackknife of the difference gives $0.00018\,k$, and the sampled $C_x/N$ is $0.0001\,k$ from the exact 0.10232, about half a standard error. The subtraction in (7) must be done inside each jackknife sample, from the same configurations, for this cancellation to appear in the error bar.

## Table of computed values

```
V = 0.050 eV, eps = -0.200 eV, T = 1200 K, x = 0.25
lattice 6x12, N = 72 sites, <n> = 18
kT = 0.103408 eV, beta = 9.67043 1/eV
Onsager Tc = V/(k ln(1+sqrt2)) = 658.3 K
mu = -0.232007 eV, mu - eps = -0.032007 eV
<E>/N = -0.020671 eV
Var n = 39.58086; ideal N x(1-x) = 13.500
Var E = 0.836250 eV^2
Cov(E,n) = -5.475536 eV
Var H = 0.426050 eV^2
Cov(H,n) = 3.707482 eV
Cov(E,H) = -0.434110 eV^2
rho(H,n) = 0.90283
a* = Cov(E,n)/Var n = -0.138338 eV
(dx/dT)_mu = 4.14965e-04 1/K
(dmu/dT)_x = -7.80571e-05 eV/K
chi/N = dx/dmu = 5.31617 1/eV
C_mu/N = 0.55338 k = 4.6010 J/(mol K)
cross term/N = 0.45106 k = 3.7503 J/(mol K)
C_x/N = 0.10232 k = 0.8507 J/(mol K)
C_can/N = 0.08584 k = 0.7137 J/(mol K)
not C_mu: beta^2 Var E/N = 1.08616 k
not C_mu: (d<E>/dT)_mu/N = -0.56384 k
6x12: C_can - C_x = -1.1863 k, Gaussian estimate -1.0647 k
MC: 2000 replicas, 100+900 sweeps, 50 jackknife blocks
MC x = 0.25011 +- 0.00013 
MC chi/N = 5.30275 +- 0.00888 1/eV
MC C_mu/N = 0.55173 +- 0.00060 k
MC cross/N = 0.44951 +- 0.00055 k
MC C_x/N = 0.10222 +- 0.00018 k
4x64, N=256: C_x/N = 0.11487 k, gap = -1.0013 k, Gaussian = -0.9499 k
4x128, N=512: C_x/N = 0.11487 k, gap = -0.9750 k, Gaussian = -0.9499 k
4x256, N=1024: C_x/N = 0.11487 k, gap = -0.9623 k, Gaussian = -0.9499 k
Gaussian error ratio N=1024 over N=512 = 0.494
4x4, mu=-0.25 eV: Var E = 0.09113 eV^2, residual = 0.01437 eV^2
4x4, shift -0.3 eV: Var E = 0.98771 eV^2, residual = 0.01437 eV^2
4x4, mu=eps: |Cov(H,n)| = 0.000000 eV, Cov(E,n) = -2.99387 eV
T = 400 K, mu=eps: Var n = 319.2 (N=36), 1276.3 (N=72), ratio 3.999
T = 400 K, N=72: P(36) sqrt(2 pi Var n) = 3.45e-05
```
